# How strongly does a d band bind, and how does coordination matter?

**Question.** The atoms of a transition metal share their d electrons through hopping between neighbours. Roughly how much energy per atom does this gain, and how does the gain change with the number of d electrons and the number of neighbours?

**Answer.** The estimate needs two ingredients: a simple shape for the band and a way to obtain its width from the hopping integrals.

**What is being counted**

Each atom carries five d orbitals, orthogonal to one another and to those of other atoms. They share one on-site energy, which is the zero of energy, so crystal-field splitting is neglected. With both spins there are ten states per atom, filled by \(N\) electrons up to the Fermi level \(E_F\). If \(n(e)\) is the density of states per atom, the bond energy is

\[
E=\int_{-\infty}^{E_F} e\,n(e)\,de .
\]

Without hopping every state lies at \(e=0\) and \(E=0\), so \(E\) measures what hopping gains. It is not the cohesive energy: the repulsion between atoms, the s electrons, magnetism and correlation are all left out.

Friedel's model replaces the true density of states by a rectangle of width \(W\), centred on the on-site level:

\[
n(e)=\frac{10}{W},\qquad -\frac W2\le e\le \frac W2 .
\]

The centre is correct, because the mean energy of the band is the average diagonal element of the Hamiltonian, which is zero here.

**Energy of the rectangular band**

Counting electrons fixes the Fermi level:

\[
N=\frac{10}{W}\left(E_F+\frac W2\right)
\quad\Rightarrow\quad
E_F=W\left(\frac N{10}-\frac12\right).
\]

The energy integral is

\[
E=\frac{10}{W}\int_{-W/2}^{E_F}e\,de=\frac5W\left(E_F^2-\frac{W^2}4\right).
\]

Inserting \(E_F\), the terms \(W^2/4\) cancel:

\[
E=5W\left[\left(\frac N{10}-\frac12\right)^2-\frac14\right]
=5W\,\frac N{10}\left(\frac N{10}-1\right)
=-\frac{W\,N(10-N)}{20}.
\]

For small \(N\) this is \(-WN/2\): each electron sits near the bottom of the band and gains half the width. A full band gains nothing, since its antibonding states cancel its bonding states. The gain is largest at \(N=5\), where \(E=-5W/4\).

**Width from hopping**

Let \(\mu_2\) be the mean square energy of the band per orbital. For the rectangle,

\[
\mu_2=\frac1W\int_{-W/2}^{W/2}e^2\,de=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12},
\qquad W=\sqrt{12\,\mu_2}.
\]

The true \(\mu_2\) can be found without solving for the band. Weighting each squared eigenvalue by the share of its state on an orbital gives the diagonal element of \(H^2\) for that orbital. Averaged over the five orbitals of atom \(i\),

\[
\mu_2=\frac15\,\mathrm{Tr}\,(H^2)_{ii}=\frac15\sum_{j\ne i}\mathrm{Tr}\,(H_{ij}H_{ji}),
\]

where \(H_{ij}\) is the \(5\times5\) hopping block between atoms \(i\) and \(j\). The term \(j=i\) vanishes because the on-site energy is zero. Each remaining term is a hop to a neighbour and back.

If the orbitals are quantized along the bond, the block is diagonal, with one element \(dd\sigma\), two \(dd\pi\) and two \(dd\delta\). Turning the axes rotates the orbitals on both atoms by the same orthogonal matrix, which leaves the trace unchanged. Every neighbour at the same distance therefore contributes the same amount, whatever its direction:

\[
h^2=\frac{dd\sigma^2+2\,dd\pi^2+2\,dd\delta^2}{5},\qquad \mu_2=z\,h^2
\]

for \(z\) equal neighbours. Combining the results,

\[
E=-A\,h\sqrt z,\qquad A=\frac{\sqrt{12}\,N(10-N)}{20}.
\]

In this estimate, the gain at fixed bond length and fixed \(N\) grows as the square root of the coordination number.

**Size of the effect**

Take the round model values \(dd\sigma=-0.6\), \(dd\pi=0.4\) and \(dd\delta=-0.1\) eV, which stand for no particular metal. Then

\[
h^2=\frac{0.36+0.32+0.02}{5}=0.14\ \text{eV}^2 .
\]

With the twelve neighbours of an fcc crystal, \(\mu_2=12\times0.14=1.68\) eV², so

\[
W=\sqrt{12\times1.68}=4.49\ \text{eV}\quad(0.165\ \text{hartree}).
\]

A half-filled band gains

\[
E=-\tfrac54\times4.49=-5.61\ \text{eV}\quad(-0.206\ \text{hartree})
\]

per atom. The effect is thus several eV for hopping integrals of a few tenths of an eV.

**Why the bonds are not additive**

In a pair potential with fixed bond strength the energy is proportional to \(z\). Here each of the \(z/2\) bonds per atom carries \(2E/z\propto-1/\sqrt z\). With the same hopping, this is \(-2.29\) eV in a linear chain and \(-0.94\) eV in fcc. The electrons are shared among more bonds, and each bond becomes weaker.

The cost of losing a neighbour shows the same thing. Treating \(z\) as continuous,

\[
\frac{dE}{dz}=-\frac{A\,h}{2\sqrt z}=\frac12\,\frac Ez ,
\]

so in this estimate, when \(z\) is large, the last neighbour contributes about half the average share. For an fcc atom at \(N=5\) reduced from twelve neighbours to eleven, the loss is \(5.61\,(1-\sqrt{11/12})=0.24\) eV, against an average share of \(5.61/12=0.47\) eV.

**Where the square root comes from**

The rectangle is not responsible for the square root. Let \(\rho=n/10\) be the normalized band and suppose that it keeps its shape while its scale \(s=\sqrt{\mu_2}\) changes, so that \(\rho(e)=F(e/s)/s\). With \(x=e/s\),

\[
\frac N{10}=\int_{-\infty}^{x_F}F(x)\,dx,\qquad
E=10\,s\int_{-\infty}^{x_F}xF(x)\,dx .
\]

The first equation fixes \(x_F\) through \(N\) alone. Hence \(E=-g(N)\sqrt{\mu_2}\) for any fixed shape, and the shape affects only the factor \(g\).

How large \(g\) can be follows from the Cauchy-Schwarz inequality. Let \(f=N/10\), and let \(\theta(e)\) be 1 for filled states and 0 for empty ones. Because \(\int e\rho\,de=0\), the constant \(f\) may be subtracted from \(\theta\):

\[
|E|=10\left|\int e\,(\theta-f)\,\rho\,de\right|
\le10\sqrt{\mu_2}\,\sqrt{\int(\theta-f)^2\rho\,de}.
\]

A fraction \(f\) of the states has \(\theta=1\) and the rest has \(\theta=0\), so the last integral is \(f(1-f)^2+(1-f)f^2=f(1-f)\). Therefore \(g\le10\sqrt{f(1-f)}\), which is 5 at half filling. The rectangle has \(g=4.33\) there and a semi-elliptic band has 4.24.

There is no comparable lower limit. Take a band with a fraction \(p\) of its states split equally between \(\pm s/\sqrt p\) and the rest at zero. Its second moment is \(s^2\), and at half filling \(E=-10\,(p/2)\,s/\sqrt p\), so \(g=5\sqrt p\), which vanishes as \(p\to0\). An isolated pair of atoms (\(z=1\)) shows how much \(g\) can vary within the present model. Its levels are \(\pm|dd\sigma|\), \(\pm|dd\pi|\) twice and \(\pm|dd\delta|\) twice. At \(N=5\) the ten electrons fill the five bonding levels, and the energy per atom is \(-(0.6+2\times0.4+2\times0.1)=-1.60\) eV. The estimate gives \(-4.33\times\sqrt{0.14}=-1.62\) eV. This close agreement depends on the hopping ratios. If \(dd\sigma\) alone were present, the energy would be \(-|dd\sigma|\) with \(h=|dd\sigma|/\sqrt5\), so \(g=\sqrt5\approx2.24\), and the rectangle would overestimate the gain by nearly a factor of two.

**Comparison with full bands**

The estimate can be checked by diagonalizing the complete five-orbital Hamiltonian with nearest-neighbour hopping. This keeps the tight-binding model and removes the assumption about band shape. At \(N=5\) and equal bond length, the energies in eV per atom are:

| Structure | \(z\) | Estimate | Full band |
|---|---|---|---|
| chain | 2 | −2.29 | −2.04 |
| square | 4 | −3.24 | −3.15 |
| simple cubic | 6 | −3.97 | −3.79 |
| bcc, 8 neighbours | 8 | −4.58 | −4.82 |
| fcc | 12 | −5.61 | −5.65 |

Relative to the full result, the estimate is about 12% too deep for the chain and within about 5% for the others. A power law fitted to the full energies has exponent 0.58 instead of 0.5. Since \(\mu_2=zh^2\) holds in all five cases, the difference must come from the shape factor: \(g=|E|/\sqrt{\mu_2}\) is \(2.037/\sqrt{0.28}=3.85\) for the chain and \(5.65/\sqrt{1.68}=4.36\) for fcc. Energy differences between structures of similar \(z\) depend on such changes of shape, so this estimate should not be used to decide between them.

The parabola in \(N\) is also approximate. In fcc the estimate is \(-2.02\) eV at both \(N=1\) and \(N=9\), while the full band gives \(-2.16\) and \(-1.79\) eV. Because a full band has zero energy, \(E\) at \(N=9\) is minus the energy of the one missing electron at the top. The lowest tenth of the states thus lies on average 2.16 eV below the centre, and the highest tenth 1.79 eV above it. A symmetric rectangle cannot show this difference. Nor is \(W\) the distance between the band edges: in fcc the levels sampled on the finite k mesh already span 5.23 eV, a lower bound on that distance, against \(W=4.49\) eV.

**Unequal neighbours and the Finnis-Sinclair form**

When distances differ, the sum over hops and returns still holds, with \(h^2\) depending on distance:

\[
E_i=-A\sqrt{\sum_{j\ne i}\phi(r_{ij})},\qquad \phi(r)=h^2(r).
\]

This is the attractive term of a Finnis-Sinclair potential, to which a pair repulsion is added. Its cost is a sum over neighbours, so for hopping of finite range the work grows linearly with the number of atoms, and no diagonalization is needed.

A distorted cluster of 27 atoms, with a spacing near 2.5 angstrom and hopping falling as \(r^{-5}\), provides a test with unequal distances. Its local second moments range from 0.25 to 1.18 eV². At \(N=5\) on average, the formula gives \(-3.43\) eV per atom and full diagonalization \(-3.33\) eV, a difference of 3% relative to the latter. This compares only the mean over the cluster; the errors for single atoms can be larger. The diagonalization uses one on-site level for all atoms, so only the average filling is five and the individual atoms are not held at five electrons.

Using the same \(N\) on every atom is a further assumption, that of local neutrality. Atoms with different widths share one Fermi level, so in general their on-site levels \(e_i\) must adjust to keep them neutral. Measured from its own level, each rectangle requires \(E_F-e_i=W_i(N/10-1/2)\). Subtracting this condition for two atoms gives

\[
e_2-e_1=(W_1-W_2)\left(\frac N{10}-\frac12\right).
\]

Consider an atom with eight neighbours, \(W_2=3.67\) eV, beside atoms with twelve, \(W_1=4.49\) eV, at \(N=7\). The Fermi level lies \(0.2\times4.49=0.90\) eV above the level of the twelve-neighbour atoms. Without a shift, the other atom would hold \(10\,(0.898/3.666+0.5)=7.45\) electrons. Raising its level by \(0.2\times(4.490-3.666)=0.165\) eV restores seven. The bond energy of each atom is then measured from its own shifted level. For rectangular bands at \(N=5\) no shift is needed.

The semi-elliptic shape factor and the band, cluster and level-shift values quoted here are listed in more detail in the numerical output below; the others follow from the arithmetic shown in the text.

## Computed results

```
dds, ddp, ddd = -0.6, 0.4, -0.1 eV; bond length 2.5 angstrom
h^2 per neighbour = 0.1400 eV^2, h = 0.3742 eV
z = 12: mu2 = 1.6800 eV^2, sqrt(mu2) = 1.2961 eV
z = 12: W = 4.4900 eV = 0.16500 hartree
z = 12, N = 5: E = -5.6125 eV = -0.20626 hartree per atom
-E/sqrt(mu2) at N = 5: rectangle 4.3301, semi-ellipse 4.2441, upper bound 5.0000
Half-filled band (N = 5), energies in eV per atom or per bond:
  chain  z =  2: mu2 = 0.2800 eV^2, estimate -2.291, full -2.037, estimate per bond -2.291
  square z =  4: mu2 = 0.5600 eV^2, estimate -3.240, full -3.151, estimate per bond -1.620
  sc     z =  6: mu2 = 0.8400 eV^2, estimate -3.969, full -3.789, estimate per bond -1.323
  bcc    z =  8: mu2 = 1.1200 eV^2, estimate -4.583, full -4.822, estimate per bond -1.146
  fcc    z = 12: mu2 = 1.6800 eV^2, estimate -5.612, full -5.649, estimate per bond -0.935
Fitted power of z in the full energies: 0.577 (no unit)
fcc true band edges: -3.087 to 2.141 eV, true width 5.228 eV
fcc bond energy in eV per atom against N:
  N = 1: estimate -2.020, full -2.159
  N = 2: estimate -3.592, full -3.735
  N = 3: estimate -4.714, full -4.902
  N = 4: estimate -5.388, full -5.547
  N = 5: estimate -5.612, full -5.649
  N = 6: estimate -5.388, full -5.268
  N = 7: estimate -4.714, full -4.457
  N = 8: estimate -3.592, full -3.300
  N = 9: estimate -2.020, full -1.789
Distorted cluster of 27 atoms, N = 5, A = 4.3301 (no unit):
  local mu2 from 0.2497 to 1.1779 eV^2
  mean bond energy: estimate -3.434, full -3.327 eV per atom (common on-site level)
N = 7: Fermi level 0.8980 eV, W(z = 8) = 3.6661 eV
  8-neighbour site without shift holds 7.449 electrons
  level shift that restores 7 electrons: 0.1648 eV
```
